# Unfolding supercell states of a disordered alloy chain into primitive-cell weights

## Definitions and conventions

A chain has primitive cells $l$ of length $a$. Each cell holds one cation orbital $s$ and one anion orbital $p$, and all orbitals are orthonormal. A supercell contains $N$ cells and has length $L=Na$. Its eigenstates $J$ have energies $E_J$ and normalized coefficients $C_J(l,\alpha)$, with $\alpha=s,p$. They obey

$$C_J(l+N,\alpha)=e^{i\kappa}C_J(l,\alpha),\qquad \kappa=KL ,$$

where $K$ is the supercell wavevector and $\kappa$ is called the twist. The coefficients include the Bloch phase. If a program stores the periodic part instead, multiply it by $e^{iKla}$ first.

The anion level is the zero of energy. The cation level is $\epsilon_l$, equal to $\epsilon_A$ or $\epsilon_B=\epsilon_A+D$, with a fraction $x$ of B. Its mean is $\Delta=\epsilon_A+xD$, and $\delta_l=\epsilon_l-\Delta$. A cation couples with $+t$ to the anion of its own cell and with $-t$ to that of the cell before. This is a one-electron model at zero field with fixed atoms.

The setting described here is the option to **unfold** a supercell band structure. It assigns to each state a weight at each primitive wavevector:

$$W_J(k_m)=\sum_\alpha\left|\frac1{\sqrt N}\sum_{l=0}^{N-1}e^{-ik_mla}C_J(l,\alpha)\right|^2,\qquad k_m=K+\frac{2\pi m}{L}, \tag{1}$$

with $m=0,\dots,N-1$. The plotted quantity is the spectral function $A(k,E)=\sum_JW_J(k)\,\delta(E-E_J)$.

## Why these weights

Let $T$ move the cell index by one: $(TC)(l)=C(l+1)$. The boundary condition gives $T^N=e^{i\kappa}$. An eigenvalue $e^{ika}$ of $T$ therefore satisfies $e^{ikNa}=e^{i\kappa}$, which gives the list $k_m$. The operator

$$P_k=\frac1N\sum_{n=0}^{N-1}e^{-ikna}T^n$$

acts on a state of wavevector $k'$ as multiplication by $N^{-1}\sum_n e^{i(k'-k)na}$. Since $(k'-k)a$ is a multiple of $2\pi/N$, this geometric sum is 1 for $k'=k$ and 0 otherwise. Thus $P_k$ projects onto wavevector $k$. That space is spanned by the two waves $|k\alpha\rangle=N^{-1/2}\sum_le^{ikla}|l\alpha\rangle$, so

$$\langle J|P_k|J\rangle=\sum_\alpha|\langle k\alpha|J\rangle|^2=W_J(k).$$

A fixed phase for the position of an orbital inside its cell drops out of the modulus.

For the sum over $k$, insert (1) and use $\sum_me^{-ik_m(l-l')a}=N\delta_{ll'}$ for $l,l'$ in one supercell:

$$\sum_mW_J(k_m)=\sum_{l\alpha}|C_J(l,\alpha)|^2=1 .$$

For the sum over states, completeness gives $\sum_J|\langle k\alpha|J\rangle|^2=1$ for each orbital, hence $\sum_JW_J(k)=2$. Neither sum needs order or weak disorder.

In a 24-cell supercell with 6 B cells and $\kappa=2$, (1) and the explicit projector agree to about $3\times10^{-15}$, and both sum rules hold to about $2\times10^{-15}$.

In a basis of orthonormal plane waves, $T$ multiplies each wave by a phase. The same projector then sums $|C_J(k+g)|^2$ over the primitive reciprocal vectors $g$. With overlapping orbitals of overlap matrix $S$, the coefficients in (1) do not have unit norm. Replacing $C$ by $S^{1/2}C$ restores the sum. If $S$ has the primitive periodicity, $S^{1/2}$ commutes with $T$ and the weights equal the projector value $C^\dagger SP_kC$. If $S$ varies from cell to cell, as with species-dependent orbitals, the weights refer to that choice of orthogonal orbitals.

## The ordered limit

With all $\delta_l=0$, $H$ commutes with $T$. In the basis $|ks\rangle,|kp\rangle$ it becomes

$$h(k)=\begin{pmatrix}\Delta&V\\V^*&0\end{pmatrix},\qquad V=t(1-e^{-i\theta}),\quad \theta=ka .$$

Here $|V|^2=t^2(2-2\cos\theta)=4t^2\sin^2(\theta/2)$. The characteristic equation $E(E-\Delta)=|V|^2$ gives

$$E_\pm=\frac\Delta2\pm R,\qquad R=\sqrt{\frac{\Delta^2}4+4t^2\sin^2\frac\theta2}. \tag{2}$$

For small $\theta$, $R\simeq\Delta/2+t^2\theta^2/\Delta$. Comparison with $\hbar^2k^2/2m^*$ gives $m^*=\hbar^2\Delta/(2t^2a^2)$.

A nondegenerate eigenstate of $H$ is also an eigenstate of $T$, so one weight is 1 and the others are 0. The bands in (2) are even in $k$, so degeneracy arises when both $k$ and $-k$ lie on the grid. This requires $2\kappa$ to be a multiple of $2\pi$, that is, $\kappa=0$ or $\pi$. At such a twist, an eigensolver may return any mixture of the pair. At $\kappa=0$ the matrix is real; real eigenvectors have equal weights at $\pm k$, hence one half each. The ordered 24-cell chain shows 0.5000 at $m=3$, while the weight summed over the degenerate level is 1.

The ordered limit therefore restores sharp bands in $A(k,E)$, but it gives each state a single $k$ only without degeneracy. To label individual states, use a generic twist. At a symmetric twist, sum the weights over each level before reading them.

**The sum to one does not validate the $k$ labels.** Suppose the grid $2\pi m/L$ is used although the twist is $\kappa$. The transform is still unitary, so the sum remains 1. The ordered state nearest to a grid point now has the weight

$$\left|\frac1N\sum_{l=0}^{N-1}e^{i\kappa l/N}\right|^2=\left[\frac{\sin(\kappa/2)}{N\sin(\kappa/2N)}\right]^2 ,$$

by the geometric sum. For $N=24$, $\kappa=2$ it is 0.7085 instead of 1. A sound check of the setting is thus to unfold an ordered supercell at a twist that is not a multiple of $\pi$, and to require both unit weights and the energies (2).

## Weak disorder in a fixed supercell

The disorder connects $k$ and $k'$ through the Fourier component

$$F_{k'-k}=\frac1N\sum_l\delta_l\,e^{-i(k'-k)la}.$$

Let $u_{kn}$ be the normalized eigenvector of $h(k)$ in band $n$. Since only cation levels vary, the matrix element is $u_{k'n'}^*(s)\,u_{kn}(s)\,F_{k'-k}$. First-order perturbation theory for the state gives the weight that leaves its home wavevector, to leading order:

$$1-W(k)\simeq\sum_{k'\ne k,\,n'}\frac{|u_{k'n'}(s)\,u_{kn}(s)\,F_{k'-k}|^2}{(E_{kn}-E_{k'n'})^2}. \tag{3}$$

It is quadratic in the disorder, provided that no other wavevector on the grid has the same energy. For states away from $k=0$ and $k=\pi/a$ this requires a twist that is not a multiple of $\pi$. At $\kappa=0$ or $\pi$, even very weak disorder that couples $k$ to $-k$ mixes the two equally, and (3) does not apply. For the conduction state at $m=5$ in the 24-cell case, with all $\delta_l$ multiplied by 0.001, (3) gives $4.568\times10^{-7}$ and diagonalization gives $4.566\times10^{-7}$. Averaged over the conduction states, the weight outside the strongest $k$ is $6.1\times10^{-6}$ at strength 0.001, $6.2\times10^{-4}$ at 0.01, 0.046 at 0.1 and 0.57 at full strength. The quadratic law has failed by then, and most of the weight is no longer at one $k$.

At the conduction edge the sum can be done in closed form. At $k=0$ the state is pure $s$ with energy $\Delta$. For another wavevector,

$$[\Delta-h]^{-1}=\begin{pmatrix}0&-V\\-V^*&\Delta\end{pmatrix}^{-1}=-\frac1{|V|^2}\begin{pmatrix}\Delta&V\\V^*&0\end{pmatrix}.$$

The $ss$ element of this matrix gives the second-order energy shift, and that of its square gives the lost weight:

$$\delta E=-\sum_{k'\ne0}|F_{k'}|^2\frac{\Delta}{|V|^2},\qquad w_{k'}=|F_{k'}|^2\frac{\Delta^2+|V|^2}{|V|^4}. \tag{4}$$

The edge moves down at this order. The limits of weak disorder and long chains cannot be exchanged. For independent cells the mean of $|F|^2$ is $\sigma^2/N$, with $\sigma^2=x(1-x)D^2$. The two nearest wavevectors have $|V|^2\simeq4\pi^2t^2/N^2$, so at large $N$ they alone take

$$2\,\frac{\sigma^2}{N}\,\frac{\Delta^2N^4}{16\pi^4t^4}=\frac{\sigma^2\Delta^2N^3}{8\pi^4t^4}.$$

Sharp edge states by this route need this number to be small.

## Long chains: a width that stays

Away from the band edges, a long chain has many final states, and the golden rule applies to leading order in the disorder. The full width $\Gamma$ is $\hbar$ times the decay rate of the probability:

$$\Gamma=2\pi\,\frac{\sigma^2}{N}\,c_s^4\sum_{k'}\delta(E_k-E_{k'}) .$$

The factor $c_s^4$ is the product of the cation shares of the initial and final states, which are equal because both have the same $R$. Differentiating (2) with respect to $\Delta$ gives this share, $c_s^2=\tfrac12[1+\Delta/(2R)]$. The sum becomes $(N/2\pi)\int d\theta'$, and the two points $\pm\theta$ each contribute $1/|dE/d\theta|$. The sum is thus $N/(\pi|dE/d\theta|)$, and

$$\Gamma=\frac{2x(1-x)D^2c_s^4}{|dE/d\theta|},\qquad \frac{dE}{d\theta}=\frac{t^2\sin\theta}{R}. \tag{5}$$

An exponential decay gives a Lorentzian of full width $\Gamma$ at half maximum. Its cumulative distribution is $\tfrac12+\pi^{-1}\arctan(2u/\Gamma)$ at distance $u$ from the centre, which equals $\tfrac14$ and $\tfrac34$ at $u=\mp\Gamma/2$. For a Lorentzian line the interquartile range of the unfolded weights therefore equals $\Gamma$, without a fit. The actual line has its tails cut by the finite band, so the two measures can differ. At full disorder in the example below, a Lorentzian fitted to the core of the line in a long chain has a width near 0.34 eV, while the interquartile range is 0.29 eV.

If the program broadens each level by a Lorentzian of half width $\eta$, the widths add and the plot shows $\Gamma+2\eta$. Choose $2\eta\ll\Gamma$. If the plot is then spiky, average over more configurations. A smooth curve obtained with a large $\eta$ measures the setting.

## Worked example

The inputs are $a=0.26$ nm, $t=3.1$ eV, $\epsilon_A=3.40$ eV, $D=1.8$ eV and $x=0.25$. Then $\Delta=3.40+0.25\times1.8=3.85$ eV, $m^*=0.226\,m_e$, $\sigma^2=0.1875\times3.24=0.6075$ eV$^2$ and $\sigma=0.78$ eV.

**Eight cells.** Take the pattern AABAAABA with $\kappa=0$. The lowest conduction state lies at 3.764 eV. Its weights are 0.96816 at $m=0$, 0.01346 at $m=2$ and at $m=6$, and 0.00492 at $m=4$; the sum is

$$0.96816+2(0.01346)+0.00492=1.00000 .$$

The odd weights vanish because the pattern repeats after four cells: this nondegenerate state is an eigenstate of $T^4$, whose eigenvalue is $+1$ for even $m$ and $-1$ for odd $m$.

Equation (4) can be followed by hand. The two B cells give $|F|=2\times1.8/8=0.45$ eV for $m=2,4,6$. The values of $|V|^2$ are 19.22, 38.44 and 19.22 eV$^2$, so

$$\delta E=-0.2025\times3.85\left(\frac2{19.22}+\frac1{38.44}\right)=-0.10\ \text{eV}.$$

The estimate 3.75 eV is close to the computed 3.764 eV. The estimated weights are 0.019 at $m=2$ and 0.007 at $m=4$, some 40 to 50% above the computed ones: the disorder is too strong for leading-order weights.

**Mid-band.** At $\theta=\pi/2$, $R=\sqrt{3.71+19.22}=4.79$ eV, $c_s^2=0.70$ and $dE/d\theta=9.61/4.79=2.01$ eV. Equation (5) gives

$$\Gamma=\frac{2\times0.6075\times0.70^2}{2.01}\simeq0.30\ \text{eV}.$$

Averaged over $0.4\pi\le\theta\le0.6\pi$, the rule gives 0.303 eV. Forty random supercells of 200 cells give 0.291 eV. Another random draw can shift this width by up to about 0.02 eV. Repeated draws average about 0.294 eV and a chain of $10^4$ cells gives 0.292 eV, so a shortfall of about 3% against the rule remains beyond the sampling noise. With the disorder scaled by 0.7 the width is 0.144 eV against 0.148 eV, and a chain of $10^4$ cells gives about 0.15 eV, so the quadratic dependence holds here to within several per cent. Eighty supercells of 100 cells give 0.294 eV at full disorder; the difference, 0.004 eV before rounding, includes sampling noise. The length $\hbar v/\Gamma$, with $v$ the group velocity, is 1.7 nm, or between six and seven cells, much shorter than either supercell.

**Conduction edge.** At $k=0$ the conduction weight has its median at 3.68 eV and an interquartile range of 0.32 eV. The median lies 0.17 eV below the mean crystal's edge, in the direction given by (4). Other random draws and longer chains move it by up to about 0.03 eV, and they give interquartile ranges from 0.30 to 0.33 eV. The second-order sum (4) cannot supply the value for long chains: the number $\sigma^2\Delta^2N^3/(8\pi^4t^4)$ is about $1.25\times10^{-4}N^3$, which reaches 1 near $N=20$.

The median also differs from the mean. Let $\bar H$ be the chain with every cation at the supercell's mean level. Completeness gives $\sum_JW_J(k)E_J=\sum_\alpha\langle k\alpha|H|k\alpha\rangle=\operatorname{tr}\bar h(k)$, because the deviations from that mean have no diagonal element in $k$. Disorder at fixed composition thus leaves the mean energy, taken over both bands, unchanged while the conduction median moves.

**Two features of the model.** No state lies between 0 and $\epsilon_A$. To see this, write $H\psi=E\psi$ as $\epsilon\psi_s+B\psi_p=E\psi_s$ and $B^\dagger\psi_s=E\psi_p$, where $B$ collects the hoppings. Eliminating $\psi_p$ gives $(\epsilon-E+BB^\dagger/E)\psi_s=0$. For $0<E<\epsilon_A$ the bracket is positive definite, so no solution exists. The lowest conduction state found is at 3.434 eV, above this bound.

Second, the uniform anion wave feels $t-t=0$ at every cation. It is an eigenstate at $E=0$ with weight 1 at $k=0$, whatever the cations do. A sharp valence top is therefore an artefact of giving all anions the same level. Lowering the anion level by 0.7 eV in B cells gives the valence weight at $k=0$ a width of 0.10 eV and moves the conduction median by only $-0.004$ eV.

## The model beside a real alloy

The inputs are rough values in the regime of an aluminium gallium nitride barrier with a quarter of aluminium: a gap of a few eV, an electron mass near $0.2\,m_e$ and a cation step of order 2 eV. The edge width of 0.32 eV is far from typical, because a real alloy is three-dimensional. There the golden rule for a parabolic band reads $\Gamma_3=2\pi\sigma^2\Omega g(E)$, with $\Omega$ the volume per cation and $g=(2m^*/\hbar^2)^{3/2}\sqrt E/4\pi^2$ the density of states per spin. For $\Omega=0.0225$ nm$^3$ and $E=k_BT=0.039$ eV at 450 K it gives 0.006 eV, some fifty times less than the chain's edge width, though the two refer to slightly different energies. The one-dimensional rule at the same energy would give 1.95 eV. A width fifty times the kinetic energy shows that the rule has failed there; it is not a prediction.

Other omissions range from negligible to decisive:

- Hopping 5% stronger in B cells, at fixed levels, shifts the edge median by $-0.015$ eV and raises the mid-band width by 0.056 eV, about a fifth.
- Heating from 300 to 450 K at an assumed 0.5 meV/K narrows the gap by 0.075 eV.
- A field of 3 MV/cm drops 0.078 eV per cell, or 0.5 eV over 1.7 nm. This exceeds the mid-band width, so the zero-field weights do not describe states in such a field.
- Interband tunnelling at that field has the factor $e^{-48}$. The exponent is $2\int\kappa_t\,dz$ across the gap, where $\theta=i\kappa_ta$ in (2) gives the decay constant $\kappa_t$. It is negligible for the ideal mean crystal; defects are not included.

## Choosing the settings

1. Take the twist from the supercell calculation and use the grid $K+2\pi m/L$. Confirm it on an ordered supercell at a twist that is not a multiple of $\pi$.
2. Away from the band edges, make $L$ several times $\hbar v/\Gamma$, then change $N$ and compare widths. Near an edge rely on the comparison, since (5) fails there.
3. Read widths from averages over configurations. One supercell gives discrete levels.
4. For carrier densities, sum the occupations of all states. Because $\sum_mW_J(k_m)=1$, unfolding does not change this count. Replacing the alloy by a sharp band at the peak of $A(0,E)$ discards the low-energy tail, which the Boltzmann factor favours. Using the edge of the mean crystal instead also misses the shift of the median, which in this chain is roughly 4.5 $k_BT$ at 450 K. The median shift understates the error in the density. At a given Fermi level the Boltzmann sum over the states of a long alloy chain exceeds that of the mean crystal by about $e^{8.4}$. It exceeds that of the same band moved to the peak of $A(0,E)$, near 3.56 eV, by about $e^{0.9}$. These figures belong to the one-dimensional model and should not be carried over to a real alloy.

The values for the supercell runs described above are in the numerical output.

## Numbers as computed

```
cell length 0.26 nm, hopping 3.1 eV, B fraction 0.25
cation levels A 3.40, B 5.20, mean 3.85 eV; anion 0 eV
effective mass of mean crystal: 0.226 m_e
rms cation disorder: 0.7794 eV
8-cell pattern (1 = B): 00100010
its lowest conduction state: 3.7642 eV; weights:
  m=0  k=  0.000 1/nm  W=0.96816
  m=1  k=  3.021 1/nm  W=0.00000
  m=2  k=  6.042 1/nm  W=0.01346
  m=3  k=  9.062 1/nm  W=0.00000
  m=4  k= 12.083 1/nm  W=0.00492
  m=5  k= 15.104 1/nm  W=0.00000
  m=6  k= 18.125 1/nm  W=0.01346
  m=7  k= 21.145 1/nm  W=0.00000
  sum of weights: 1.0000000000
24 cells, twist 2.0 rad, 6 B cells:
  Fourier minus projector, max: 3.1e-15
  state-sum error 1.6e-15, k-sum error 1.3e-15
  moment errors: 6.2e-15 eV, 5.5e-14 eV^2
  resolvent error: 2.9e-15 1/eV
ordered: smallest top weight 1.0000000000
ordered: largest band-energy error 3.6e-15 eV
wrong grid: sum error 1.0e-15, top weight 0.7085
zero twist: top weight at m=3 0.5000, level sum 1.000000
lost weight, strength 0.001: 4.5660e-07, theory 4.5681e-07
  strength 1.000: mean lost weight 5.665e-01
  strength 0.100: mean lost weight 4.578e-02
  strength 0.010: mean lost weight 6.236e-04
  strength 0.001: mean lost weight 6.103e-06
ensembles (width = interquartile range):
  200 cells x 40: k=0 median 3.676, width 0.316 eV
    mid-band width 0.291 eV
  100 cells x 80: k=0 median 3.681, width 0.315 eV
    mid-band width 0.294 eV
  mid-band shift, 100 to 200 cells: -0.0038 eV
  golden-rule mid-band width: 0.303 eV
  disorder x 0.7: width 0.144, rule 0.148 eV
  mid-band decay length hbar v/width: 1.71 nm
  lowest conduction state found: 3.434 eV
  least weight of top valence state at k=0: 1.00000000
neglected effects:
  anion offset -0.7 eV: k=0 valence width 0.101 eV
    k=0 conduction median shift -0.004 eV
  B hopping +5%: k=0 median shift -0.015 eV
    mid-band width shift +0.056 eV
  kT at 450 K: 0.0388 eV
  gap shrinkage 300 to 450 K at 0.5 meV/K: 0.075 eV
  golden rule at kT above edge: 3D 0.0062 eV, 1D 1.95 eV
    3D volume per cation: 0.0225 nm^3
  drop per cell at 3 MV/cm: 0.078 eV
  interband tunnelling exponent there: 47.6
```
